Voltage attenuation along a crossbar line treated as a leaky ladder

**Problem**

A row of a resistive-memory crossbar is an aluminium wire with one memory cell at each crossing. The wire is 80 nm wide and 80 nm thick, the crossings are 160 nm apart, and the effective resistivity is 4.0 µΩ cm. Every cell has a resistance of 10 kΩ and connects the row to a column held at ground. A source holds the left end of the row at 5 mV.

(a) Over how many cells does the voltage of a very long row fall by a factor e?

(b) What voltage reaches the last cell of a row that ends after 100 cells, and how long may such a row be if the last cell is to lose at most 10 percent?

(c) What current does the 100-cell row draw, and what does a driver resistance of 100 Ω change?

(d) What replaces the cell resistance when the cells differ, and how much does the voltage then fluctuate from row to row?

(e) What happens when the columns have the same wire resistance as the rows?

**The ladder and its attenuation length**

The resistance of one wire segment is resistivity times length over cross-section:

r = (4.0×10⁻⁸ Ω m)(160×10⁻⁹ m)/(80×10⁻⁹ m)² = 1.0 Ω.

Let R = 10 kΩ be the cell resistance, V₀ the voltage at the driven end, and Vₙ the row voltage at cell n, with n = 1, 2, … One segment precedes each cell. The cells are taken as ohmic and the state as steady, so capacitances play no part.

The current arriving at node n through the wire equals the current leaving through the cell plus the current continuing along the wire:

(Vₙ₋₁ − Vₙ)/r = Vₙ/R + (Vₙ − Vₙ₊₁)/r.

Multiplying by r and collecting the wire terms on the left gives

Vₙ₋₁ − 2Vₙ + Vₙ₊₁ = (r/R)Vₙ.  (1)

The coefficients do not depend on n, so we try Vₙ ∝ exp(−κn). Dividing by exp(−κn) leaves

exp(κ) + exp(−κ) − 2 = r/R.

The left side is [exp(κ/2) − exp(−κ/2)]² = 4 sinh²(κ/2). Hence

κ = 2 arsinh[½√(r/R)],  λ = 1/κ.  (2)

The equation is unchanged when κ changes sign, so a growing exponential is also a solution. On a very long row, driven at the left alone, it must be absent, and Vₙ = V₀ exp(−n/λ).

For r ≪ R, use arsinh x ≈ x − x³/6 with x = ½√(r/R):

κ ≈ √(r/R) [1 − r/(24R)],

λ ≈ √(R/r) [1 + r/(24R)].  (3)

With R/r = 10⁴ the leading term is 100 cells, and the correction is 0.0004 cell. The answer to (a) is therefore λ = 100 cells, or 16 µm of wire.

The square root has a simple meaning. A stretch of m cells has a wire resistance mr in series and a cell resistance R/m to ground. The two are equal at m = √(R/r), where both are 100 Ω here. On much shorter stretches the wire hardly matters; on much longer ones most of the current leaks away before the end.

The estimate needs r ≪ R. At r = R, equation (2) gives λ = 1.039 cells, whereas the square root gives 1. For r ≫ R, 4 sinh²(κ/2) ≈ exp(κ), so exp(−κ) ≈ R/r: each step is then a voltage divider that passes the small fraction R/r.

**A row that ends**

Let the last cell be number N, with no wire beyond it. Its current balance lacks the term (V_N − V_{N+1})/r. We can keep equation (1) at this node if we add a fictitious node with V_{N+1} = V_N, because no current then flows towards it. The solution must therefore be symmetric about N + ½. The symmetric combination of the two exponentials is a hyperbolic cosine, and the condition at n = 0 fixes its size:

Vₙ = V₀ cosh[κ(N + ½ − n)]/cosh[κ(N + ½)].  (4)

At the last cell,

V_N/V₀ = cosh(κ/2)/cosh[κ(N + ½)].

For N = 100 the arguments are 0.005 and 1.005, and the ratio is 0.646. The last cell thus receives 3.23 mV. On a very long row, cell 100 would receive exp(−1) = 0.368 of V₀. The difference comes from the cells beyond number 100: in the long row their current also passes through the first hundred segments and adds to the voltage drop there. An attenuation length of 100 cells does not mean that a 100-cell row loses 63 percent.

For a short row, expand both cosines with cosh x ≈ 1 + x²/2:

V_N/V₀ ≈ 1 + κ²/8 − κ²(N + ½)²/2 = 1 − κ²N(N + 1)/2.

Since κ² ≈ r/R, the fractional loss is

1 − V_N/V₀ ≈ N(N + 1)r/(2R).  (5)

Ten cells lose 0.550 percent by this formula and 0.547 percent by equation (4). The loss first grows as the square of the length, because a longer row has both more wire and more current to carry.

For a loss of at most 10 percent, V_N/V₀ must be at least 0.9. At equality,

cosh[κ(N + ½)] = cosh(κ/2)/0.9,

N = (1/κ) arcosh[cosh(κ/2)/0.9] − ½ = 46.2.

The row may have 46 cells. This number assumes an ideal source, grounded columns and all cells on.

**Input current and driver**

The current entering the row is the sum of the cell currents Vₙ/R. To sum the cosines in equation (4), set p = N + ½ − n and use

2 sinh(κ/2) cosh(κp) = sinh[κ(p + ½)] − sinh[κ(p − ½)].

As n runs from N to 1, p runs from ½ to N − ½. Neighbouring terms cancel, and sinh(κN) − sinh(0) remains. Therefore

I = V₀ sinh(κN)/{2R sinh(κ/2) cosh[κ(N + ½)]}.  (6)

By equation (2), 2 sinh(κ/2) = √(r/R) = 0.01, so the prefactor is V₀/(100 Ω) = 50 µA. The remaining ratio is sinh(1.000)/cosh(1.005) = 0.759. Thus I = 37.9 µA, and the input resistance R_in = V₀/I is 131.8 Ω.

Two limits show what this resistance contains. For κN ≪ 1, sinh(κN)/[2 sinh(κ/2)] tends to N and the cosine to 1, so R_in tends to R/N, the cells in parallel. For a very long row, V₁ = V₀ exp(−κ), and the drop across the first segment gives

R_in = V₀r/(V₀ − V₁) = r/[1 − exp(−κ)] = 100.5 Ω.

A driver with internal resistance R_s forms a voltage divider with the row. With the source voltage held fixed, every node voltage is multiplied by

R_in/(R_in + R_s) = 131.8/(131.8 + 100) = 0.569.

The equation along the row is unchanged, and so is λ. The driver nevertheless takes 43 percent of the source voltage. Low wire resistance alone does not secure the voltage at the cells.

**Cells that differ**

Take a stretch with many cells that is still much shorter than λ. Its voltage is nearly uniform, so the leakage current is that voltage times the sum of the cell conductances. The mean conductance ⟨G⟩ therefore replaces 1/R, and to leading order

λ ≈ 1/√(r⟨G⟩).  (7)

Suppose on cells of 10 kΩ alternate with off cells of 1 MΩ. The mean of 100 µS and 1 µS is 50.5 µS, and λ = 140.7 cells. The matrix that carries voltage and current across one on–off pair gives the same length from its decaying eigenvalue, to the digits shown. The stored data can thus change the attenuation length.

Now let the conductances be independent, with mean 1/R and relative standard deviation s. Since the voltage varies slowly, replace n by a continuous position x, measured in cells:

V″ = κ²[1 + sη(x)]V,  ⟨η(x)η(y)⟩ = δ(x − y),

where η has zero mean. The delta function expresses independence from cell to cell. Define the logarithmic slope q = −V′/V. Differentiation gives

q′ = −V″/V + (V′/V)² = q² − κ²(1 + sη).

Put q = κ + u and drop u², which is allowed for small u/κ:

u′ = 2κu − κ²sη.

Multiplication by exp(−2κx) turns the terms in u into one derivative. Integrating from x to infinity, with u bounded there, gives

u(x) = κ²s ∫ₓ^∞ exp[−2κ(y − x)] η(y) dy.

The slope at x therefore depends on the cells further along the row. Its variance is κ⁴s²/(4κ), so u/κ has a typical size of ½s√κ. For s = 0.3 this is 0.015, which justifies dropping u².

The fluctuation of ln V(n) is minus the integral of u from 0 to n. Exchanging the order of integration, this integral is κ²s ∫ w(y)η(y) dy, with

w(y) = [1 − exp(−2κy)]/(2κ) for y < n,

w(y) = exp(−2κy)[exp(2κn) − 1]/(2κ) for y > n.

Independence makes the variance κ⁴s² ∫ w² dy. Let a = exp(−2κn). Apart from the common factor 1/(4κ²), the two ranges contribute

n − (1 − a)/κ + (1 − a²)/(4κ)  and  (1 − a)²/(4κ).

Because (1 − a²) + (1 − a)² = 2(1 − a), their sum is n − (1 − a)/(2κ), and

Var ln V(n) = (κ²s²/4){n − [1 − exp(−2κn)]/(2κ)}.  (8)

For s = 0.3 and n = 100 the brace is 100 − 43.2 = 56.8, and the standard deviation is √(2.25×10⁻⁶ × 56.8) = 0.0113. The voltage at cell 100 of a long row thus scatters by about 1.1 percent, although single conductances scatter by 30 percent.

I compared this with 8000 random ladders with lognormal conductances, each of 700 random cells followed by a uniform infinite row. Their standard deviation is also 0.0113. The mean of ln(V₁₀₀/V₀) is −0.9996, close to the −1 expected from the mean conductance. For a lognormal distribution the mean resistance is (1 + s²)/⟨G⟩, and using it in place of 1/⟨G⟩ would give −0.958. Random rows that end at cell 100 show a somewhat larger scatter there, 0.0131.

**Columns with resistance**

Now give the columns 1 Ω per segment as well, in an array of 100 rows and 100 columns. Each column is grounded through one segment below the last row. Kirchhoff's equations for all 20,000 nodes were solved by sparse elimination.

First drive the row farthest from the column grounds and hold the left ends of all other rows at zero. The voltage across the last cell of the driven row is 0.642 V₀, against 0.646 V₀ for the simple ladder. For the cell voltage, grounded columns are a good approximation here. They are not for the current that a read senses. Part of the current entering the column leaves again through the other cells into the rows held at zero, and only 0.484 V₀/R reaches the ground of the last column, against 0.646 V₀/R for the simple ladder.

Then drive all rows at V₀. Each column now collects current from 100 cells. To first order every cell carries V₀/R, and the segment that lies k cells from the far end of the column carries kV₀/R. The potential at that far end would be

(r/R)V₀(1 + 2 + … + N) = N(N + 1)rV₀/(2R),

which is 0.505 V₀ for N = 100. This is too large for a first-order result to be accurate, but it shows that the columns are no longer near ground. In the full solution the lowest cell voltage in the array is 0.484 V₀, 25 percent below the simple ladder's value at its last cell. Equation (1) then fails, because the cell current depends on the difference between two varying potentials.

| Case | Voltage ratio |
|---|---|
| Cell 100 of a very long row | 0.368 |
| Last cell of a 100-cell row | 0.646 |
| Same, with columns of 1 Ω per segment | 0.642 |
| Lowest cell, all rows driven | 0.484 |

The ratios are relative to V₀, with r and R held fixed. The last two rows give the voltage across the cell.

**The model beside a real array**

The wire size, resistivity and cell resistance are rough values for narrow aluminium lines and filamentary oxide cells in their on state. The 5 mV read voltage is unusually low; about 0.1 V is a more typical rough figure. The reason for the choice is the current. At 5 mV the density at the row's input is 37.9 µA/(80 nm)² = 0.59 MA/cm². Against a rough steady electromigration limit of 1 MA/cm², a steadily driven row would be kept below about 8 mV. This is a cautious bound, because short lines and brief read pulses can tolerate more. At 0.1 V the density would be about 12 MA/cm². A real array breaks the assumption that every cell is on; half the cells off, spread evenly along the row, moves λ from 100 to about 141 cells. If on and off cells come in long blocks, no single λ applies: the last cell of a 100-cell row receives 0.88 V₀ with the 50 on cells nearest the driver and 0.72 V₀ with them farthest away, against 0.79 V₀ for alternation.

Temperature acts in the other direction. If the resistivity rises by a rough 0.012 µΩ cm per kelvin from 300 K, r is about 1.2 Ω at 85 °C. With the cells held fixed, λ falls to a little over 90 cells. Self-heating is much smaller. Wire heat at the input current, flowing straight down through 1 µm of oxide with conductivity 1.4 W/(m K), warms the wire by about 0.08 K. Each cell adds at most V₀²/R = 2.5 nW, against I²r = 1.4 nW per segment, which brings the estimate to about 0.2 K. The filament inside a cell may be hotter.

Real cells are also not ohmic at higher voltage. As a model, take a cell current (V_s/R) sinh(V/V_s) with a rough scale V_s = 0.2 V. An iterative solution of the 100-cell row leaves the far ratio at 0.646 for V₀ = 5 mV but lowers it to 0.545 for V₀ = 0.5 V. The second case only illustrates the nonlinearity: its input current density is about 88 MA/cm², far above the steady limit used above. At 0.5 V every cell conducts more than 1/R suggests, most strongly near the driver, and the extra current from the whole row increases the drop in the wire.

The low read voltage has a cost in noise. The last cell carries 3.23 mV/10 kΩ = 0.323 µA. Its thermal noise current, √(4k_BTB/R), is 1.29 nA for T = 300 K and a bandwidth B of 1 MHz, or 0.4 percent of the signal. The other cells on the same column add noise of their own: with 100 on cells and a column of negligible wire resistance, the total is √100 = 10 times larger, about 4 percent of the signal. In the array with columns of 1 Ω per segment the factor for the last column is 8.7, but the current sensed from the far corner is also smaller, and the noise is 4.6 percent of it. Amplifier noise, random telegraph noise, the temperature dependence of the cells and switching during the read are left out.

Numerical values quoted here were computed with a short program.
